# The Pulay Force of Local Orbitals and Their Fictitious Wave Vectors

## The question

When an atom in a crystal moves, its muffin-tin sphere carries part of the basis along. In the LAPW method this basis consists of augmented plane waves, which fill the cell, and local orbitals, which live inside one sphere. Because the basis moves, the force contains a Pulay term besides the Hellmann–Feynman term.

A local orbital is not a plane wave, yet it can be given a wave vector $\mathbf K_L=\mathbf k+\mathbf G_L$ that fixes its phase and angular shape. As far as this vector is a mere convention, the force must not depend on it. But differentiating the phase $e^{i\mathbf K_L\cdot\boldsymbol\tau}$ with respect to the atomic position $\boldsymbol\tau$ brings down a factor $i\mathbf K_L$. We have to find out where it goes.

Two statements must be kept apart. The phase derivative gives no force, whichever local orbitals are present. The whole force is the same for different choices of vectors if each choice spans the complete angular shell.

## Basis and conventions

Atomic units are used in the algebra. Let $\boldsymbol\rho=\mathbf r-\boldsymbol\tau$, let $R$ be the radius of the sphere $\alpha$ around the moving atom, and $\Omega$ the cell volume. A local orbital of angular momentum $l$ is

$$\phi_L(\mathbf r)=\Omega^{-1/2}e^{i\mathbf K_L\cdot\boldsymbol\tau}(2l+1)\,i^l P_l(\hat{\mathbf K}_L\cdot\hat{\boldsymbol\rho})\,f_l(\rho),\qquad \rho<R,$$

and zero elsewhere in the cell. In the periodic image displaced by a lattice vector $\mathbf T$, the phase becomes $e^{i\mathbf K_L\cdot(\boldsymbol\tau+\mathbf T)}=e^{i\mathbf K_L\cdot\boldsymbol\tau}e^{i\mathbf k\cdot\mathbf T}$, as Bloch's theorem requires.

The function $f_l$ combines the radial solution $u_l$ at the energy $E_l$, its energy derivative $\dot u_l$, and a solution at a second energy. The combination satisfies
$$f_l(R)=0,\qquad f_l'(R)=0 .$$

An augmented plane wave $\phi_{\mathbf K}$ equals $\Omega^{-1/2}e^{i\mathbf K\cdot\mathbf r}$ between the spheres. Inside, it is a sum over all $l$ of terms of the same form as $\phi_L$, with $\mathbf K$ in place of $\mathbf K_L$ and $f_l$ replaced by the combination of $u_l$ and $\dot u_l$ that joins the plane wave in value and slope.

The radial functions are frozen and move rigidly with the atom. The point $\mathbf k$, the set of plane waves and the occupations $w_n$ are fixed, and the bands are nondegenerate. The electrons are first taken as independent, so that $E=\sum_n w_n\varepsilon_n$. The potential in the sphere moves rigidly and goes continuously to its interstitial value.

For two functions $\xi,\eta$ define
$$a_n(\xi,\eta)=\int\Big[\tfrac12\nabla\xi^*\cdot\nabla\eta+(V-\varepsilon_n)\xi^*\eta\Big]d^3r .$$
With $\psi_n=\sum_j c_{jn}\phi_j$, the secular equation $Hc_n=\varepsilon_nSc_n$ reads
$$a_n(\phi_i,\psi_n)=0\quad\text{for every basis function }\phi_i. \tag{1}$$

## The force from the secular equation

Let $\partial$ denote the gradient with respect to $\boldsymbol\tau$. For one band, with $c^\dagger Sc=1$ and $\varepsilon=c^\dagger Hc$,
$$\partial\varepsilon=(\partial c^\dagger)Hc+c^\dagger H\partial c+c^\dagger(\partial H)c .$$
The secular equation turns the first two terms into $\varepsilon[(\partial c^\dagger)Sc+c^\dagger S\partial c]$. Differentiating the normalization shows that the square bracket is $-c^\dagger(\partial S)c$. Hence
$$\partial\varepsilon=c^\dagger(\partial H-\varepsilon\,\partial S)c. \tag{2}$$

The matrix elements change because the potential moves and because both basis functions move. Writing $\partial\psi_n=\sum_j c_{jn}\partial\phi_j$, with the coefficients held fixed, we get
$$\partial\varepsilon_n=\langle\psi_n|\partial V|\psi_n\rangle+2\,\mathrm{Re}\,a_n(\partial\psi_n,\psi_n). \tag{3}$$
The factor 2 arises because the changes of bra and ket are complex conjugates. The force is $\mathbf F=-\sum_nw_n\partial\varepsilon_n$, so the second term contributes
$$\mathbf F_{\rm Pulay}=-2\,\mathrm{Re}\sum_nw_n\,a_n(\partial\psi_n,\psi_n). \tag{4}$$

If $\xi$ lives in the sphere and vanishes on its surface, the kinetic term can be integrated by parts:
$$\tfrac12\int_\alpha\nabla\xi^*\cdot\nabla\psi_n=\tfrac12\oint\xi^*\,\partial_\rho\psi_n\,dS-\tfrac12\int_\alpha\xi^*\nabla^2\psi_n .$$
The surface integral is zero, and therefore
$$a_n(\xi,\psi_n)=\langle\xi|H-\varepsilon_n|\psi_n\rangle_\alpha, \tag{5}$$
where $H=-\frac12\nabla^2+V$ acts on $\psi_n$ inside the sphere.

## Moving a local orbital

Write $\phi_L=e^{i\mathbf K_L\cdot\boldsymbol\tau}g_L(\mathbf r-\boldsymbol\tau)$. At fixed $\mathbf r$ the phase gives $i\mathbf K_L\phi_L$. The argument of $g_L$ gives minus the spatial gradient. Thus
$$\partial\phi_L=i\mathbf K_L\phi_L-\nabla\phi_L. \tag{6}$$

On the sphere, $\phi_L$ is zero because $f_l(R)=0$. Its gradient has a radial part proportional to $f_l'(R)$ and a tangential part proportional to $f_l(R)/R$, so it also vanishes. The function $\partial\phi_L$ is therefore continuous across the sphere, and (5) applies to both of its parts.

**Phase part.** Since $(i\mathbf K_Lc_{Ln})^*=-i\mathbf K_Lc_{Ln}^*$, equation (4) gives
$$\mathbf F_{\rm phase}=2\,\mathrm{Re}\sum_nw_n\sum_L i\mathbf K_L\,c_{Ln}^*\,\langle\phi_L|H-\varepsilon_n|\psi_n\rangle_\alpha. \tag{7}$$
The orbital $\phi_L$ vanishes outside $\alpha$, so the integral over the sphere is the integral over the whole cell. By (5) it equals $a_n(\phi_L,\psi_n)$, which is row $L$ of the secular equation (1). It is zero for each $L$ and each band separately. Hence $\mathbf F_{\rm phase}=0$.

**Gradient part.** The two minus signs, from (4) and (6), combine. With $\psi_n^{\rm LO}=\sum_{L\in\alpha}c_{Ln}\phi_L$,
$$\boxed{\mathbf F_{\rm LO}=2\,\mathrm{Re}\sum_nw_n\langle\nabla\psi_n^{\rm LO}|H-\varepsilon_n|\psi_n\rangle_\alpha} \tag{8}$$
No fictitious vector appears explicitly.

## Why an augmented plane wave behaves differently

Inside the sphere, $\partial\phi_{\mathbf K}=i\mathbf K\phi_{\mathbf K}-\nabla\phi_{\mathbf K}$, as in (6). Between the spheres the plane wave does not move, and $\partial\phi_{\mathbf K}=0$. The two sides agree at the surface, since $\nabla e^{i\mathbf K\cdot\mathbf r}=i\mathbf Ke^{i\mathbf K\cdot\mathbf r}$ and value and slope are matched. This matching is complete when the sum over $l$ is carried to convergence.

The phase part now contains $\langle\phi_{\mathbf K}|H-\varepsilon_n|\psi_n\rangle_\alpha$, an integral over one sphere. The row belonging to $\phi_{\mathbf K}$ also includes the interstitial region and the other spheres. The secular equation makes the sum of these regions vanish, but it does not make each region vanish. The vector $\mathbf K$ of an augmented plane wave therefore stays in the force, as it should: it is the physical wave vector of the function outside the sphere.

## What the remaining force measures

Equation (8) vanishes if $\psi_n$ solves the Schrödinger equation in the sphere. It measures an error of the basis, weighted by the gradient of the local-orbital part. Its angular structure shows why the gradient survives while the phase does not.

The product $\mathcal Y(\boldsymbol\rho)=\rho^lP_l(\hat{\mathbf K}_L\cdot\hat{\boldsymbol\rho})$ is a homogeneous polynomial of degree $l$ with $\nabla^2\mathcal Y=0$. Put $h(\rho)=f_l(\rho)/\rho^l$. Then
$$\partial_{\rho_a}(h\mathcal Y)=\frac{h'}{\rho}\,\rho_a\mathcal Y+h\,\partial_{\rho_a}\mathcal Y .$$
Define
$$Z_a=\rho_a\mathcal Y-\frac{\rho^2}{2l+1}\,\partial_{\rho_a}\mathcal Y .$$
The Laplacian of the first term is $2\partial_{\rho_a}\mathcal Y$. For the second we use that $\partial_{\rho_a}\mathcal Y$ is harmonic of degree $l-1$, so that $\nabla^2(\rho^2\partial_{\rho_a}\mathcal Y)=[6+4(l-1)]\partial_{\rho_a}\mathcal Y=2(2l+1)\partial_{\rho_a}\mathcal Y$. The two cancel, and $Z_a$ is harmonic of degree $l+1$. Substitution gives
$$\partial_{\rho_a}(h\mathcal Y)=\frac{h'}{\rho}Z_a+\Big(h+\frac{\rho h'}{2l+1}\Big)\partial_{\rho_a}\mathcal Y .$$

The gradient of a local orbital thus contains the angular momenta $l+1$ and $l-1$, but not $l$. The phase term tests the residual $(H-\varepsilon_n)\psi_n$ in channel $l$ with the radial function $f_l$, and the variational principle has made that overlap zero. The gradient tests the neighbouring channels with radial functions that the basis in general does not contain. No secular row removes these overlaps.

## Changing the fictitious vectors

Equation (8) could still depend on the $\mathbf K_L$ through $\psi_n$ itself. To examine this, take one shell with $2l+1$ local orbitals of the same $f_l$. The addition theorem gives
$$(2l+1)P_l(\hat{\mathbf K}_L\cdot\hat{\boldsymbol\rho})=4\pi\sum_mY_{lm}^*(\hat{\mathbf K}_L)Y_{lm}(\hat{\boldsymbol\rho}).$$
So $\phi_L=\sum_m\chi_mB_{mL}$, with $\chi_m=4\pi\Omega^{-1/2}i^lY_{lm}f_l$ and $B_{mL}=e^{i\mathbf K_L\cdot\boldsymbol\tau}Y^*_{lm}(\hat{\mathbf K}_L)$. Moreover
$$(B^\dagger B)_{LL'}=\frac{2l+1}{4\pi}\,e^{i(\mathbf K_{L'}-\mathbf K_L)\cdot\boldsymbol\tau}\,P_l(\hat{\mathbf K}_L\cdot\hat{\mathbf K}_{L'}).$$
The phases multiply rows and columns by numbers of modulus one. Hence $B$ is invertible precisely when the matrix $P_l(\hat{\mathbf K}_L\cdot\hat{\mathbf K}_{L'})$ is nonsingular.

If this holds for two sets of vectors, then $\phi'=\phi U$ with $U=B^{-1}B'$. Both sets span the same functions at every $\boldsymbol\tau$, so they give the same $\varepsilon_n(\boldsymbol\tau)$ and the same total force. The coefficients change to $c'=U^{-1}c$, and
$$\psi_n^{\rm LO}=\phi c=\phi UU^{-1}c=\phi'c' .$$
With a linearly independent basis, the division of $\psi_n$ into plane-wave and local-orbital parts is unique. Therefore $\mathbf F_{\rm LO}$ is also unchanged, separately from the total. This holds for a fixed augmentation. If the plane waves are matched with $u_l$ at the two energies instead of $u_l$ and $\dot u_l$, the span, the energy and the total force stay the same, but the division changes. In the worked case below, $F_{{\rm LO},z}$ then goes from 0.100 to 0.125 eV/Å.

The matrix $U$ depends on $\boldsymbol\tau$ through the phases, and $\partial\phi'=(\partial\phi)U+\phi\,\partial U$. The last term is a combination of basis functions, so (1) removes it from the force. This is the general form of the phase argument.

For $l=1$ the condition says that the three vectors are not coplanar, because the determinant of their cosines is the squared triple product of the unit vectors. For $l=0$ there is one orbital, its direction is irrelevant, and a change of vector is a change of phase.

## The same result in matrix form

The sphere integrals depend on $\boldsymbol\tau$ through the phases alone. Let $A^{(n)}_{ij}$ be the contribution of sphere $\alpha$ to $H_{ij}-\varepsilon_nS_{ij}$. For two augmented plane waves, it is the augmented integral minus the integral of the plane waves that the sphere replaces. Then (2) becomes
$$\mathbf F=-\sum_nw_n\sum_{ij}c_{in}^*\,i(\mathbf K_j-\mathbf K_i)A^{(n)}_{ij}c_{jn}. \tag{9}$$

The terms in which $\mathbf K_L$ comes from the bra are $+i\mathbf K_Lc_{Ln}^*\sum_jA^{(n)}_{Lj}c_{jn}$. For a local orbital, $A^{(n)}_{Lj}$ is the whole matrix element, so the sum is again a secular row and vanishes. The terms from the ket are the complex conjugates.

The sum over $j$ must include both the plane-wave columns and the local-orbital columns. In general neither group gives zero by itself. An exception is a single $s$ orbital in a spherical potential: the plane-wave columns then give $c_L^*\sum_{\mathbf K}A_{L\mathbf K}c_{\mathbf K}=-|c_L|^2A_{LL}$, which is real, and $\mathrm{Re}(i\mathbf K_L\times\text{real})=0$.

Equation (9) does not use $f_l'(R)=0$, so it also covers APW+lo, where local orbitals vanish on the sphere but have a slope there, provided the kinetic energy has the form in $a_n$. The boxed formula does not carry over as it stands: $\nabla\phi_L$ then jumps at the sphere, and surface terms are needed.

## A worked case

Two identical model atoms sit in a cubic cell of edge 3 Å, one at the origin and the other at $(1.38,1.56,1.71)$ Å. In each sphere of radius $R=1$ Å the potential is $-V_0(1-\rho^2/R^2)^2$ with $V_0=200$ eV, and it is zero outside. One general $\mathbf k$ point is used, and nine bands hold two electrons each. The basis has 98 augmented plane waves and 18 local orbitals, nine per atom for $l=0,1,2$.

The occupied bands comprise two near $-85$ eV, six between $-27.8$ and $-27.0$ eV, and one at 1.9 eV. The next band lies at 8.9 eV, so the occupation edge is well separated.

In set A the three $p$ vectors are $(0.1,0.2,0.3)$, $(0.1,0.2,-0.7)$ and $(0.1,-0.8,0.3)$ in units of $2\pi/a$, where $a$ is the cell edge. Subtracting the first from the others leaves $(0,0,-1)$ and $(0,-1,0)$, whose cross product is $(-1,0,0)$. The triple product is $-0.1$, and the shell is complete. It would vanish for $k_x=0$: the same reciprocal vectors need not serve at every $\mathbf k$. Set B uses much longer vectors. Set C uses random directions and no phase factor.

All three sets give an energy of $-665.048306$ eV and, for the second atom,
$$\mathbf F_{\rm LO}=(-0.0159,\,0.0143,\,0.0999)\ \text{eV/Å}.$$
The $z$ component of the total force is assembled from the Hellmann–Feynman term, the phase and gradient terms of the augmented plane waves, and $F_{{\rm LO},z}$:
$$0.1498+0.3272-0.2838+0.0999=0.2931\ \text{eV/Å}.$$
Without the local-orbital term it would be 0.1932 eV/Å, about a third below the derivative of the energy in this basis. These numbers describe the small basis ($RK_{\max}=6$, local-orbital energies $-80$, $-20$ and $60$ eV), not the converged model. At convergence the energy is about $-693.8$ eV, the lowest band lies near $-91.5$ eV, and the $z$ force is about 0.097 eV/Å. The size of $F_{{\rm LO},z}$ also belongs to the basis. It lies between 0.03 and 0.10 eV/Å for $RK_{\max}$ from 6 to 9, and it falls to about 0.005 eV/Å when the $s$ and $p$ local-orbital energies are set to $-85$ and $-27.4$ eV. The sum of these sphere integrals was tested against (9), with a largest deviation of $4.8\times10^{-8}$ eV/Å. Equation (9) was tested against finite differences of the diagonalized energy.

The phase term computed by integration over the sphere is below $10^{-12}$ eV/Å for sets A and B. For set C it is zero trivially. The cancellation behind it is visible in the columns. For set A the plane-wave columns give $0.0179$ eV/Å along $z$ and the local-orbital columns $-0.0179$ eV/Å. For set B the values are $-0.0540$ and $0.0540$ eV/Å. Keeping one group of columns would leave a force that depends on the arbitrary vectors.

## Limits of the result

**Incomplete shell.** With two $p$ orbitals per atom instead of three, the directions select a plane of $p$ functions. The first two vectors of sets A and B now give energies that differ by 1.18 eV, and $z$ forces of 0.92 and 2.33 eV/Å. These are forces of two different variational problems. Yet removing the phases from set A while keeping its directions leaves its force unchanged. The phase drops out even here; the dependence on direction does not.

**Inaccurate eigenvectors.** Replace $c_n$ by $c_n+\eta z_n$. Row $L$ is then no longer zero but, to first order, $\eta\sum_j(H_{Lj}-\varepsilon_nS_{Lj})z_{jn}$; the change of the energy expectation value is of second order. The phase force (7) therefore returns in proportion to $\eta$. For one random complex draw of $z_n$ in set A its magnitude is $3.2\times10^{-3}$ eV/Å at $\eta=10^{-5}$ and $3.2\times10^{-4}$ eV/Å at $\eta=10^{-6}$. The prefactor varies by about an order of magnitude between draws and is typically larger for long vectors such as those of set B. Only the linear scaling is general. A force that contains this term, such as (9), is thus independent of the phase convention only for converged eigenvectors. Expression (8) contains only $\psi_n$ and its local-orbital part, so a change of phase convention at fixed $\psi_n$ leaves it unchanged, but it still inherits the error of $\psi_n$.

**Slope at the sphere.** Take a basis of APW+lo type. For $l\le2$ the plane waves are matched in value only, and each $lm$ has two local orbitals that vanish at $R$ with a slope, one from $u_l,\dot u_l$ and one from $u_l$ and the solution at the second energy (36 in all). For $l>2$ the LAPW matching is kept. Sets A and B again agree with each other and with finite differences, when the force is taken from (9). The common $z$ force is 0.103 eV/Å, against 0.293 eV/Å for LAPW and about 0.097 eV/Å at convergence. Each value is the correct derivative of the energy in its own basis. Their disagreement shows that at least one of these small bases is not converged for the force, which a comparison with finite differences in the same basis cannot reveal.

## Interacting electrons

In Kohn–Sham theory with a local potential, the band sum is not the total energy, but the Pulay term keeps its form. At fixed nuclei, a change of the orbitals changes the energy by $2\,\mathrm{Re}\sum_nw_n\langle\delta\psi_n|H|\psi_n\rangle$, with the kinetic part understood as in $a_n$. This is so because the Hartree and exchange-correlation energies change by their potentials times the density change. Normalization requires $2\,\mathrm{Re}\langle\delta\psi_n|\psi_n\rangle=0$, so $\varepsilon_n$ may be subtracted from $H$. The part of $\delta\psi_n$ due to changed coefficients lies in the basis and drops out by (1), which leaves (4).

This requires the potential in $H$ to belong to the density of the $\psi_n$. Before self-consistency, a further correction enters the force. The phase term of the local orbitals is still zero at that stage if the $c_n$ solve the secular equation with the same $H$ that stands in (7). The numerical output for the independent-electron model follows.

## Table of computed values

```
cell 3.00 A, radius 1.00 A, depth 200.0 eV
second atom position: 1.380 1.560 1.710 A
k in units of 2 pi/a: 0.10 0.20 0.30 
R*Kmax 6.0, lmax 12, LAPWs 98, LOs 18
linearization energy 10.0 eV
LO energies s p d: -80.0 -20.0 60.0 eV
bands 1-5: -84.9961 -84.8935 -27.7650 -27.7054 -27.5310 eV
bands 6-10: -27.3473 -27.1027 -27.0435 1.8604 8.8798 eV
set A p vector 1: 0.1 0.2 0.3 2pi/a
set A p vector 2: 0.1 0.2 -0.7 2pi/a
set A p vector 3: 0.1 -0.8 0.3 2pi/a
set B p vector 1: -0.9 0.2 -2.7 2pi/a
set B p vector 2: 2.1 -1.8 -0.7 2pi/a
set B p vector 3: 2.1 -0.8 -1.7 2pi/a
set C: random directions, no phase factor
force, finite difference: -0.004253 -0.154225 0.293149 eV/A
set A energy: -665.048306 eV
set A force, matrix form: -0.004253 -0.154225 0.293149 eV/A
set A LO gradient term: -0.015855 0.014320 0.099942 eV/A
set A LO phase term, largest: 3.2e-13 eV/A
set B energy: -665.048306 eV
set B force, matrix form: -0.004253 -0.154225 0.293149 eV/A
set B LO gradient term: -0.015855 0.014320 0.099942 eV/A
set B LO phase term, largest: 2.1e-13 eV/A
set C energy: -665.048306 eV
set C force, matrix form: -0.004253 -0.154225 0.293149 eV/A
set C LO gradient term: -0.015855 0.014320 0.099942 eV/A
set C LO phase term, largest: 0.0e+00 eV/A
Hellmann-Feynman term: -0.001766 -0.151274 0.149756 eV/A
LAPW phase term: -0.082560 -0.002382 0.327248 eV/A
LAPW gradient term: 0.095928 -0.014889 -0.283797 eV/A
sum of real-space terms: -0.004253 -0.154225 0.293149 eV/A
largest closure error: 4.8e-08 eV/A
set A LO phase, LAPW columns: -0.014547 -0.022589 0.017908 eV/A
set A LO phase, LO columns: 0.014547 0.022589 -0.017908 eV/A
set B LO phase, LAPW columns: -0.010285 0.033250 -0.054024 eV/A
set B LO phase, LO columns: 0.010285 -0.033250 0.054024 eV/A
phase force at coefficient error 1e-05: 3.208e-03 eV/A
phase force at coefficient error 1e-06: 3.208e-04 eV/A
two p LOs per atom, energy B minus A: 1.1781 eV
two p LOs, set A force: -0.2398 -0.0850 0.9179 eV/A
two p LOs, set A without phase: -0.2398 -0.0850 0.9179 eV/A
two p LOs, set B force: -0.7708 -0.0676 2.3277 eV/A
APW+lo force, set A: 0.025642 -0.148061 0.103311 eV/A
APW+lo force, set B: 0.025642 -0.148061 0.103311 eV/A
APW+lo finite difference: 0.025642 -0.148061 0.103311 eV/A
```
